# Half coverage of a surface by randomly placed growing islands

## Problem

A flat terrace carries stable nuclei of density \(N=0.01\ \mathrm{nm^{-2}}\), all present at \(t=0\). Their positions are independent and uniformly distributed, and their initial size is negligible. Each nucleus grows into a disc one atomic layer high, whose radius increases at the constant speed \(v=1\ \mathrm{nm/s}\). Where two islands meet, growth stops along the contact and continues elsewhere. No further nuclei form, and the terrace is so wide that its edges play no part.

(a) Find the covered fraction \(\theta(t)\).

(b) Show that half the surface is covered after 4.7 s. If the islands were drawn as complete discs, by how much would the sum of the disc areas exceed the area covered at that moment?

(c) When does the layer fill fastest, and what supply of atoms does this require?

(d) How early could half coverage occur if the same number of discs were arranged differently?

(e) Suppose instead that atoms arrive at a fixed flux \(F=0.1\) monolayer per second (ML/s). What becomes of the half-coverage time and of the edge speed?

(f) Estimate how the result of (b) changes with square islands, nuclei that keep apart, later nucleation, and a finite initial size.

## Solution

### (a) The covered fraction

Take a surface point \(P\) whose nearest nucleus \(Q\) lies at distance \(d\). No island can reach \(P\) before \(t=d/v\), because every other nucleus is at least as far away.

The island from \(Q\) does arrive at that time. To see this, let \(S\) be a point on the segment \(QP\). If another nucleus \(Q'\) were closer to \(S\) than \(Q\) is, the triangle inequality would give

\[
|Q'P|\le |Q'S|+|SP|<|QS|+|SP|=|QP|,
\]

which contradicts the choice of \(Q\) as nearest to \(P\). No other island therefore blocks the segment before the island from \(Q\) has passed. Hence \(P\) is bare at time \(t\) if and only if no nucleus lies within the distance \(r=vt\). The covered region is the union of discs drawn as if they grew freely through one another.

Now place \(n\) nuclei independently in a periodic area \(A=n/N\), large enough that a disc of radius \(r\) does not overlap its own periodic images. One nucleus misses the disc of radius \(r\) around \(P\) with probability \(1-\pi r^2/A\). All \(n\) miss it with probability

\[
\left(1-\frac{\pi r^2}{A}\right)^n=\left(1-\frac{\pi N r^2}{n}\right)^n\;\longrightarrow\; e^{-\pi N r^2}\qquad (n\to\infty).
\]

This is the bare fraction. With \(r=vt\),

\[
\theta(t)=1-e^{-kt^2},\qquad k=\pi N v^2 .
\]

At early times \(\theta\approx \pi N v^2t^2\), the total area of separate discs. At late times the bare fraction \(e^{-kt^2}\) becomes small but does not vanish at any finite time, since a random pattern on an unlimited surface contains gaps of every size.

### (b) Half coverage and overlap

Setting \(\theta=1/2\) gives \(e^{-kt^2}=1/2\), so \(kt^2=\ln 2\) and

\[
t_{1/2}=\frac{1}{v}\sqrt{\frac{\ln 2}{\pi N}} .
\]

The numbers are

\[
k=\pi(0.01\ \mathrm{nm^{-2}})(1\ \mathrm{nm/s})^2=0.03142\ \mathrm{s^{-2}},
\qquad
t_{1/2}=\sqrt{\frac{0.6931}{0.03142\ \mathrm{s^{-2}}}}=4.70\ \mathrm{s}.
\]

This is the stated result. It uses 1 nm/s as the speed of the radius. If the diameter grew at 1 nm/s, \(v\) would be halved and the time doubled to 9.39 s. Since \(t_{1/2}\propto N^{-1/2}v^{-1}\), a fourfold density of nuclei halves the time at fixed \(v\).

The complete discs have a total area per unit surface area

\[
\theta_x=\pi N v^2t^2,
\]

called the extended coverage. It is also the mean number of discs lying over a point. At half coverage \(\theta_x=\ln 2=0.693\), whereas the true coverage is 0.500. The excess, 0.193 of the surface area, is the repeated counting. Differentiating \(\theta=1-e^{-\theta_x}\) shows how overlap slows the filling:

\[
\frac{d\theta}{dt}=e^{-\theta_x}\frac{d\theta_x}{dt}=(1-\theta)\frac{d\theta_x}{dt}.
\]

On average, the fraction \(1-\theta\) of the newly swept disc area falls on bare ground.

A simulation shows the same behaviour without using the exponential law. Nuclei were scattered at random in 20 periodic squares of side 1000 nm, with 10 000 nuclei per square on average, and the distance to the nearest nucleus was found for 50 000 random points in each. By part (a), the median distance divided by \(v\) is the half-coverage time. It came out as 4.71 s.

### (c) The fastest filling

The filling rate and its derivative are

\[
\frac{d\theta}{dt}=2kt\,e^{-kt^2},\qquad
\frac{d^2\theta}{dt^2}=2k\,(1-2kt^2)\,e^{-kt^2}.
\]

The second derivative changes from positive to negative at

\[
t_p=\frac{1}{\sqrt{2k}}=\frac{1}{\sqrt{0.06283\ \mathrm{s^{-2}}}}=3.99\ \mathrm{s},
\]

so this is the maximum. Before it, the lengthening island edges dominate; after it, the loss of free edge by contact does. At the maximum \(kt_p^2=1/2\), and

\[
\left.\frac{d\theta}{dt}\right|_{t_p}=\sqrt{2k}\,e^{-1/2}=0.2507\times0.6065\ \mathrm{s^{-1}}=0.152\ \mathrm{s^{-1}}.
\]

A filled fraction of one is one monolayer, so the edges must receive 0.152 ML/s at this moment. Constant edge speed is thus a condition on the supply: the surroundings must deliver atoms at a rate that follows the free edge length.

### (d) A bound for every arrangement

The area of a union of discs cannot exceed the sum of their areas. For any arrangement of density \(N\), therefore, \(\theta\le\pi N v^2t^2\). Half coverage requires \(\pi N v^2t^2\ge 1/2\), or

\[
t\ge\frac{1}{v\sqrt{2\pi N}}=3.99\ \mathrm{s}.
\]

A square lattice of nuclei attains this bound. Its spacing is \(1/\sqrt N=10\) nm, so neighbouring discs touch at a radius of 5 nm, while half coverage needs a radius of only 3.99 nm. Nothing has yet overlapped. The bound equals \(t_p\) because both are defined by \(\theta_x=1/2\). The random pattern takes 0.71 s longer than the lattice, and this delay is due entirely to overlap.

### (e) Fixed flux

First let every arriving atom join the first layer, including those that land on islands and descend from them. Neglect atoms in transit and evaporation. Then \(\theta=Ft\) until the layer is full, and

\[
t_{1/2}=\frac{1}{2F}=\frac{0.5}{0.1\ \mathrm{s^{-1}}}=5.00\ \mathrm{s}.
\]

The edge speed can no longer be constant. Suppose that all islands still share one radius \(r(t)\), which ignores differences in the area from which each collects atoms. The geometric argument of part (a) then holds with this \(r(t)\), so \(\theta=1-e^{-\pi N r^2}\). Differentiating and setting the result equal to \(F\),

\[
F=2\pi N r(1-\theta)\frac{dr}{dt}
\quad\Longrightarrow\quad
\frac{dr}{dt}=\frac{F}{2\pi N r(1-\theta)},
\qquad
r=\sqrt{\frac{-\ln(1-\theta)}{\pi N}} .
\]

At \(\theta=0.5\), \(r=4.697\) nm and

\[
\frac{dr}{dt}=\frac{0.1}{0.06283\times4.697\times0.5}\ \mathrm{nm/s}=0.68\ \mathrm{nm/s}.
\]

At \(\theta=0.1\) the same formula gives 0.97 nm/s. Between these two coverages the speed passes through a shallow minimum of 0.66 nm/s near \(\theta=0.39\), where the free edge is longest. A speed of 1 nm/s is thus of the right order for this flux, but the speed does not stay constant. These values rest on the shared radius: if each island instead collects the atoms landing nearest to it, islands in wide gaps grow larger, more free edge survives, and the mean speed at \(\theta=0.5\) is lower by roughly 15%. The formula gives much larger values when the islands are very small and when the layer is nearly full.

In the opposite limit no atom descends from an island. Only atoms landing on bare ground fill the first layer, so

\[
\frac{d\theta}{dt}=F(1-\theta),\qquad \theta=1-e^{-Ft},\qquad
t_{1/2}=\frac{\ln2}{F}=6.93\ \mathrm{s}.
\]

### (f) Other changes to the model

Each estimate below changes one assumption and keeps \(N=0.01\ \mathrm{nm^{-2}}\) initial nuclei and an edge speed of 1 nm/s.

**Square islands.** Let all islands be parallel squares whose sides advance at \(v\). The argument of part (a) holds if distance is measured by the larger of the two coordinate differences, which also obeys the triangle inequality. The disc area \(\pi v^2t^2\) is replaced by \((2vt)^2\), and

\[
t_{1/2}=\frac1v\sqrt{\frac{\ln2}{4N}}=4.16\ \mathrm{s}.
\]

**Nuclei that keep apart.** A growing island depletes its surroundings of mobile atoms, which makes a new nucleus close by less likely. As a simple model, 900 nuclei were placed one after another in a periodic square of side 300 nm, and any trial position within 5 nm of an earlier nucleus was rejected. Over ten such patterns, the median distance from random points to the nearest nucleus gives \(t_{1/2}\approx4.2\) s. This lies between the lattice and random values, as less overlap would suggest. Its closeness to the result for squares is an accident of the chosen 5 nm: as this distance is reduced to zero, the time returns to the random value of 4.70 s.

**Later nucleation.** Let nuclei also appear at random on bare ground at the constant rate \(J=0.001\ \mathrm{nm^{-2}\,s^{-1}}\). The argument of part (a) still holds if nuclei are compared by their arrival time at a point, which is the birth time plus the distance divided by \(v\), instead of by distance alone. One may count births on covered ground too: such a disc stays inside the complete disc of the island that covered its birthplace, because both radii grow at the same speed. A nucleus born at time \(s\) has radius \(v(t-s)\), so the mean number of later discs over a point is

\[
J\int_0^t \pi v^2(t-s)^2\,ds=\frac{\pi Jv^2t^3}{3}.
\]

Births are independent, so this adds to the exponent, and half coverage requires

\[
\pi v^2\left(Nt^2+\frac{Jt^3}{3}\right)=\ln2 .
\]

Numerical root finding gives \(t_{1/2}=4.39\) s.

**Finite initial size.** If the initial radius is \(r_0\), then \(r=r_0+vt\), and half coverage comes earlier by \(r_0/v\). For a two-atom nucleus on copper (001), take a rough lattice constant \(a=0.36\) nm. The square of area \(a^2\) on this face holds two atoms, so a disc with the area of two atoms has \(\pi r_0^2=a^2\). Thus \(r_0=0.20\) nm and \(t_{1/2}=4.49\) s.

### The numbers beside a real surface

The parameters are meant to lie in the rough regime of copper deposited on Cu(001) near room temperature, with islands of order 10 nm apart and a flux near 0.1 ML/s. In engineering units the density is \(10^{12}\ \mathrm{cm^{-2}}\). With \(2/a^2=15.4\) sites per \(\mathrm{nm^2}\), half coverage corresponds to \(0.5\times15.4/0.01\approx770\) atoms per nucleus, so treating the islands as continuous shapes is reasonable by then. Compact islands on this face are closer to squares aligned with the lattice than to discs, so the disc shape is itself an idealisation. Deposition from a steady beam does not keep the edge speed constant, as part (e) shows. Nor are all nuclei present at the start, since they must first form from the arriving atoms. By 4.70 s the beam has delivered 0.47 ML, close to the 0.50 ML needed, but its 0.1 ML/s falls short of the peak demand of 0.152 ML/s. At this flux, half coverage comes 6% later than 4.70 s if all atoms descend and 48% later if none do. The single changes in part (f) bring it forward by 4 to 11%. These shifts belong to the chosen parameters and need not add when several act together. The value 4.7 s is therefore a result for random nuclei with constant edge speed, and a guide to the time scale when those conditions hold only roughly.
